# The Cardoso–Souloumiac Rotation Angle and the Two-Orbital Boys Localization Step: a numerical check

```python
"""Optimal plane rotation for approximate joint diagonalization, and Boys step.

Result under test: for matrices A_k and a pair (p,q), rotate
    p' = c p + s q,   q' = -conj(s) p + c q,   c real, c^2 + |s|^2 = 1.
The sum 'off' of squared off-diagonal moduli is least when (x,y,z) is the unit
top eigenvector (x >= 0) of G = Re sum_k h_k h_k^dagger, where
    h = (a_pp - a_qq, a_pq + a_qp, i(a_qp - a_pq)),
    c = sqrt((1+x)/2),  s = (y - i z)/sqrt(2(1+x)).
For real position matrices this is the two-orbital Boys localization step:
    4 theta = atan2(B, -A),  A = |r_pq|^2 - |r_pp-r_qq|^2/4,
    B = (r_pp-r_qq).r_pq,    gain of L = A + sqrt(A^2+B^2),
where L is the sum of squared orbital centroids.
Example: s, px, py functions of a 2D oscillator, length unit l = sqrt(hbar/(m w)).
"""
import numpy as np
from scipy.optimize import minimize, minimize_scalar

rng = np.random.default_rng(7)


def off(mats):
    return sum(np.sum(np.abs(a - np.diag(np.diag(a)))**2) for a in mats)


def embed(n, p, q, c, s):
    u = np.eye(n, dtype=complex)
    u[p, p], u[q, p], u[p, q], u[q, q] = c, s, -np.conj(s), c
    return u


def transform(mats, u):
    return [u.conj().T @ a @ u for a in mats]


def pair_matrix(mats, p, q):
    g = np.zeros((3, 3))
    for a in mats:
        h = np.array([a[p, p] - a[q, q], a[p, q] + a[q, p],
                      1j * (a[q, p] - a[p, q])])
        g += np.real(np.outer(h, h.conj()))
    return g


def optimal_rotation(mats, p, q):
    g = pair_matrix(mats, p, q)
    vals, vecs = np.linalg.eigh(g)
    v = vecs[:, -1]
    if v[0] < 0:
        v = -v
    c = np.sqrt((1 + v[0]) / 2)
    return c, (v[1] - 1j * v[2]) / (2 * c), g, vals, v


def brute_minimum(mats, p, q):
    """Least off over all complex rotations, from full matrix products."""
    n = len(mats[0])

    def f(t):
        u = embed(n, p, q, np.cos(t[0]), np.exp(1j * t[1]) * np.sin(t[0]))
        return off(transform(mats, u))
    starts = [(a, b) for a in np.linspace(0, np.pi / 4, 7)
              for b in np.linspace(0, 2 * np.pi, 12, endpoint=False)]
    starts.sort(key=f)
    return min(minimize(f, t, method="Nelder-Mead",
                        options=dict(xatol=1e-9, fatol=1e-12, maxiter=600)).fun
               for t in starts[:3])


def random_matrix(n, kind):
    m = rng.normal(size=(n, n))
    if kind != "real symmetric":
        m = m + 1j * rng.normal(size=(n, n))
    return m if kind == "general" else (m + m.conj().T) / 2


# General formula against numerical minimization
print("Largest |off(formula) - off(numerical minimum)|, 4 matrices 5x5, 4 sets:")
for kind in ("Hermitian", "general", "real symmetric"):
    worst = 0.0
    for trial in range(4):
        mats = [random_matrix(5, kind) for k in range(4)]
        c, s, g, vals, v = optimal_rotation(mats, 1, 3)
        new = transform(mats, embed(5, 1, 3, c, s))
        worst = max(worst, abs(off(new) - brute_minimum(mats, 1, 3)))
        assert abs(off(mats) - off(new) - (vals[-1] - g[0, 0]) / 2) < 1e-10
        rest = sum(abs(a[1, 3])**2 + abs(a[3, 1])**2 for a in new)
        assert abs(rest - (np.trace(g) - vals[-1]) / 2) < 1e-10
        if kind == "real symmetric":
            assert abs(s.imag) < 1e-12
    assert worst < 1e-8
    print(f"  {kind:15s} {worst:.1e}")

# One matrix: ordinary Jacobi rotation; commuting 2x2 family: all diagonal
one = [random_matrix(4, "Hermitian")]
c, s, *_ = optimal_rotation(one, 0, 2)
assert abs(transform(one, embed(4, 0, 2, c, s))[0][0, 2]) < 1e-12
basis = np.linalg.eigh(random_matrix(2, "Hermitian"))[1]
family = [basis @ np.diag(rng.normal(size=2)) @ basis.conj().T for k in range(3)]
c, s, g, vals, v = optimal_rotation(family, 0, 1)
assert off(transform(family, embed(2, 0, 1, c, s))) < 1e-20
assert abs(vals[1]) < 1e-12
# Two equal eigenvalues in the real plane: off does not depend on the real angle
flat = [np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])]
flat_off = [off(transform(flat, embed(2, 0, 1, np.cos(t), np.sin(t))))
            for t in np.linspace(0, 1.5, 9)]
assert np.ptp(flat_off) < 1e-12

# Oscillator functions on a Gauss-Hermite grid (exact for these polynomials)
node, weight = np.polynomial.hermite.hermgauss(8)
gx, gy = [m.ravel() for m in np.meshgrid(node, node, indexing="ij")]
gw = np.outer(weight, weight).ravel() / np.pi
functions = np.array([np.ones_like(gx), np.sqrt(2) * gx, np.sqrt(2) * gy])
assert np.allclose((functions * gw) @ functions.T, np.eye(3), atol=1e-12)


def position_matrices(coef):
    orb = coef.T @ functions
    return [(orb * gw * r) @ orb.T for r in (gx, gy)]


def spread(coef):
    """Sum over orbitals of <r^2> - |<r>|^2, integrated on the grid."""
    dens = (coef.T @ functions)**2 * gw
    return np.sum(dens @ (gx**2 + gy**2) - (dens @ gx)**2 - (dens @ gy)**2)


def centroid_sum(mats):
    return sum(np.sum(np.diag(a).real**2) for a in mats)


def boys_quantities(mats, p, q):
    d = np.array([a[p, p] - a[q, q] for a in mats])
    o = np.array([a[p, q] for a in mats])
    return o @ o - d @ d / 4, d @ o


def real_rotation(p, q, t):
    return embed(3, p, q, np.cos(t), np.sin(t)).real


def spread_angle(coef, p, q):
    """Angle of least spread by direct search over the rotated orbitals."""
    def f(t):
        return spread(coef @ real_rotation(p, q, t))
    grid = np.linspace(-np.pi / 4, np.pi / 4, 181)
    t0 = grid[np.argmin([f(t) for t in grid])]
    return minimize_scalar(f, bounds=(t0 - 0.02, t0 + 0.02), method="bounded",
                           options=dict(xatol=1e-10)).x


def clean(a, digits=6):
    return np.round(a, digits) + 0.0


# Random orthonormal orbitals: eigenproblem, Boys formula and direct search agree
for trial in range(6):
    coef = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    mats = position_matrices(coef)
    c, s, *_ = optimal_rotation(mats, 0, 1)
    A, B = boys_quantities(mats, 0, 1)
    angles = [np.arctan2(s.real, c), np.arctan2(B, -A) / 4,
              spread_angle(coef, 0, 1)]
    phases = np.exp(4j * np.array(angles))
    assert abs(phases[0] - phases[1]) < 1e-10
    assert abs(phases[0] - phases[2]) < 1e-5  # search resolves a flat minimum

# Worked pair: orbitals 1 and 3
start = np.array([[2, -2, 1], [1, 2, 2], [2, 1, -2]]) / 3.0
mats = position_matrices(start)
p, q = 0, 2
c, s, g, vals, v = optimal_rotation(mats, p, q)
theta = np.arctan2(s.real, c)
A, B = boys_quantities(mats, p, q)
after = start @ real_rotation(p, q, theta)
mats_after = position_matrices(after)
L0, L1 = centroid_sum(mats), centroid_sum(mats_after)
assert abs(theta - np.arctan2(B, -A) / 4) < 1e-12
assert abs(theta - spread_angle(start, p, q)) < 1e-5
assert abs(L1 - L0 - (A + np.hypot(A, B))) < 1e-12
assert abs((spread(start) - spread(after)) - (L1 - L0)) < 1e-12
assert abs(L0 + off(mats) - L1 - off(mats_after)) < 1e-12
print("Worked pair (1,3); matrix elements in l, squares in l^2")
for name, a in zip("xy", mats):
    print(f"  {name}_11, {name}_33, {name}_13 =",
          clean(np.array([a[p, p], a[q, q], a[p, q]])))
print("  G_11, G_12, G_22 =", clean(np.array([g[0, 0], g[0, 1], g[1, 1]])))
print("  eigenvalues of real 2x2 G =", clean(np.linalg.eigvalsh(g[:2, :2])))
print("  top eigenvector (x, y) =", clean(v[:2]))
print(f"  c = {c:.6f}, s = {s.real:.6f}, tan(theta) = {s.real/c:.6f}")
print(f"  Boys A = {A:.6f}, B = {B:.6f}")
print(f"  theta from G    = {np.degrees(theta):.6f} deg")
print(f"  theta from Boys = {np.degrees(np.arctan2(B, -A)/4):.6f} deg")
print(f"  theta by search = {np.degrees(spread_angle(start, p, q)):.4f} deg")
print(f"  L before, after, gain = {L0:.6f}, {L1:.6f}, {L1-L0:.6f}")
print(f"  off before, after = {off(mats):.6f}, {off(mats_after):.6f}")
print(f"  pair part of off after = {2*sum(a[p, q]**2 for a in mats_after):.6f}")
print(f"  spread before, after = {spread(start):.6f}, {spread(after):.6f}")
print("  s weights before =", clean(start[0]**2))
print("  s weights after  =", clean(after[0]**2))

# Stationary point that is a minimum of L: pure s and px
pure = np.eye(3)
mats = position_matrices(pure)
A, B = boys_quantities(mats, 0, 1)
c, s, *_ = optimal_rotation(mats, 0, 1)
angle = abs(np.arctan2(s.real, c))
assert abs(B) < 1e-12 and A > 0 and abs(angle - np.pi / 4) < 1e-10
best = centroid_sum(position_matrices(pure @ real_rotation(0, 1, angle)))
assert abs(best - centroid_sum(mats) - 2 * A) < 1e-12
print("Pure s and px pair (squares in l^2)")
print(f"  A = {A:.6f}, B = {clean(B):.6f}, |theta| = {np.degrees(angle):.4f} deg")
print(f"  L before, after = {clean(centroid_sum(mats)):.6f}, {best:.6f}")

# Cyclic sweeps over all pairs
print("Sweeps (1,2),(1,3),(2,3): L in l^2, s weight of orbital 1 minus 1/3")
coef, errors = start.copy(), []
for sweep in range(1, 13):
    for p, q in ((0, 1), (0, 2), (1, 2)):
        before = centroid_sum(position_matrices(coef))
        c, s, *_ = optimal_rotation(position_matrices(coef), p, q)
        coef = coef @ embed(3, p, q, c, s).real
        w = coef[0]**2
        L = centroid_sum(position_matrices(coef))
        assert abs(w[p] - w[q]) < 1e-10 and L > before - 1e-12
        assert abs(L - 2 * (1 - np.sum(w**2))) < 1e-12
    errors.append(w[0] - 1 / 3)
    if sweep <= 5:
        print(f"  {sweep}: L = {L:.10f}, weight error = {errors[-1]:.6e}")
ratios = np.array(errors[1:5]) / np.array(errors[:4])
assert np.allclose(ratios, -1 / 8, atol=1e-7)
print("  ratios of successive weight errors =", clean(ratios))
mats = position_matrices(coef)
centres = np.array([np.diag(a) for a in mats]).T
radii = np.linalg.norm(centres, axis=1)
cosines = [centres[i] @ centres[j] / radii[i] / radii[j]
           for i, j in ((0, 1), (0, 2), (1, 2))]
assert abs(L - 4 / 3) < 1e-10 and np.allclose(cosines, -0.5, atol=1e-8)
assert abs(spread(coef) + L - spread(start) - L0) < 1e-12
print(f"Final L = {L:.6f} l^2, off = {off(mats):.6f} l^2")
print(f"Final spread = {spread(coef):.6f} l^2")
print("Centroid distances from the centre (l) =", clean(radii))
print("Angles between centroids (deg) =", clean(np.degrees(np.arccos(cosines)), 4))
print("OK")
```

Running it gives:

```
Largest |off(formula) - off(numerical minimum)|, 4 matrices 5x5, 4 sets:
  Hermitian       1.4e-14
  general         5.7e-14
  real symmetric  7.1e-15
Worked pair (1,3); matrix elements in l, squares in l^2
  x_11, x_33, x_13 = [0.31427  0.31427  0.392837]
  y_11, y_33, y_13 = [ 0.628539 -0.31427  -0.157135]
  G_11, G_12, G_22 = [ 0.888889 -0.296296  0.716049]
  eigenvalues of real 2x2 G = [0.493827 1.111111]
  top eigenvector (x, y) = [ 0.8 -0.6]
  c = 0.948683, s = -0.316228, tan(theta) = -0.333333
  Boys A = -0.043210, B = -0.148148
  theta from G    = -18.434949 deg
  theta from Boys = -18.434949 deg
  theta by search = -18.4349 deg
  L before, after, gain = 1.185185, 1.296296, 0.111111
  off before, after = 0.814815, 0.703704
  pair part of off after = 0.246914
  spread before, after = 3.814815, 3.703704
  s weights before = [0.444444 0.444444 0.111111]
  s weights after  = [0.277778 0.444444 0.277778]
Pure s and px pair (squares in l^2)
  A = 0.500000, B = 0.000000, |theta| = 45.0000 deg
  L before, after = 0.000000, 1.000000
Sweeps (1,2),(1,3),(2,3): L in l^2, s weight of orbital 1 minus 1/3
  1: L = 1.3240740741, weight error = -5.555556e-02
  2: L = 1.3331886574, weight error = 6.944444e-03
  3: L = 1.3333310728, weight error = -8.680556e-04
  4: L = 1.3333332980, weight error = 1.085069e-04
  5: L = 1.3333333328, weight error = -1.356337e-05
  ratios of successive weight errors = [-0.125 -0.125 -0.125 -0.125]
Final L = 1.333333 l^2, off = 0.666667 l^2
Final spread = 3.666667 l^2
Centroid distances from the centre (l) = [0.666667 0.666667 0.666667]
Angles between centroids (deg) = [120. 120. 120.]
OK
```
